# Energy Dissipated by an Adsorbate Level Crossing the Fermi Energy

## Problem

An atom moves slowly near a metal surface. One of its electronic levels has energy $\varepsilon(t)=ct$, with constant $c>0$, measured from the Fermi energy. Coupling to the metal broadens the level into a Lorentzian density of states per spin,

$$A(E-\varepsilon)=\frac{1}{\pi}\frac{\Delta}{(E-\varepsilon)^2+\Delta^2},$$

where $\Delta$ is the constant half-width at half maximum. Electrons do not interact, and the metal band is wide and structureless.

(a) Derive the Markovian friction law, in which the dissipated power depends on the present level energy and its present rate.

(b) Show that a complete sweep from far below to far above the Fermi energy dissipates $\hbar c/(2\Delta)$ per spin. Find the correction for a finite sweep at zero temperature.

(c) Determine what memory, neglected in (a), does to the total.

(d) Evaluate the loss for an atom of mass 1 u and kinetic energy 10 eV, with level slope 10 eV/nm along the path, $\Delta=1$ eV and temperature 300 K. Judge the assumptions.

## Solution

### (a) From delayed occupation to friction

For one spin, let $n(t)$ be the occupation of the level. The level energy is the part of the Hamiltonian that depends on time, so $d\langle H\rangle/dt=cn$. In a reversible sweep at fixed temperature and chemical potential, the work rate is $cn_{\rm eq}(\varepsilon)$. The dissipated power is the difference,

$$P=c\,[n(t)-n_{\rm eq}(\varepsilon)].$$

We therefore need the delay of the occupation. Let $V$ be the real coupling between the level and each band state, and $\rho_b$ the density of band states. Consider an electron that starts in a band state of energy $E$, and let $a$ be its amplitude on the level. Solving the band equations and inserting them into the level equation gives

$$i\hbar\dot a=\varepsilon a+Ve^{-iEt/\hbar}-\frac{iV^2\rho_b}{\hbar}\int_{-\infty}^{t}dt'\,a(t')\int dE'\,e^{-iE'(t-t')/\hbar}.$$

For a wide band the inner integral is $2\pi\hbar\,\delta(t-t')$. Half of the delta function lies within the range of $t'$, so the last term is $-i\pi V^2\rho_b a=-i\Delta a$, with $\Delta=\pi V^2\rho_b$.

Write $a=Ve^{-iEt/\hbar}b$. Differentiation gives $i\hbar\dot a=Ve^{-iEt/\hbar}(Eb+i\hbar\dot b)$, and hence

$$(E-\varepsilon+i\Delta)b=1-i\hbar\dot b. \qquad (1)$$

Any initial occupation of the level itself has decayed after a long time. Summing over band states with Fermi function $f(E)$, and using $V^2\rho_b=\Delta/\pi$, gives

$$n=\frac{\Delta}{\pi}\int dE\,f(E)|b|^2.$$

Let $x=E-\varepsilon$, $G=1/(x+i\Delta)$ and $S=x^2+\Delta^2$. Without motion, $b=G$ and $|G|^2=1/S$, which reproduces the Lorentzian. With slow motion, $\dot G=c\,\partial G/\partial\varepsilon=cG^2$. Inserting this on the right of (1) gives, to first order in $c$,

$$b=G-i\hbar cG^3.$$

The first-order change of $|b|^2$ is

$$2\,{\rm Re}(-i\hbar cG^*G^3)=2\hbar c|G|^2\,{\rm Im}\,G^2.$$

Since $G^2=(x-i\Delta)^2/S^2$, its imaginary part is $-2x\Delta/S^2$. The change is therefore

$$-\frac{4\hbar c\Delta x}{S^3}=\hbar c\Delta\frac{\partial}{\partial E}\frac{1}{S^2}.$$

Integrate over $E$ by parts. The boundary terms vanish because $S^{-2}$ does, so

$$n-n_{\rm eq}=\frac{\hbar c\Delta^2}{\pi}\int dE\,(-f')\frac{1}{S^2}
=\pi\hbar c\int dE\,(-f')A^2.$$

The friction law follows:

$$P=\pi\hbar c^2\int dE\,(-f'(E))A^2(E-\varepsilon). \qquad (2)$$

For a slowly rising level the occupation is too large, because electrons have not yet had time to leave. For a falling level the lag changes sign together with $c$, so $P$ remains positive.

The expansion compares $\hbar cG^2$ with unity. Its control parameter is

$$r=\frac{\hbar c}{\Delta^2},$$

and the instantaneous law (2) requires $r\ll1$, unless the thermal energy is much larger than $\Delta$; thermal averaging then relaxes the condition to $\hbar c/\Delta\ll k_BT$. At $k_BT=10\Delta$ the largest error in the lag is 2% of the peak at $r=1$, but 31% at $r=20$.

### (b) Complete and finite sweeps

Let $D$ be the dissipated energy. With $dt=d\varepsilon/c$, one factor of $c$ cancels:

$$D=\pi\hbar c\int dE\,(-f')\int_{-\infty}^{\infty}d\varepsilon\,A^2(E-\varepsilon).$$

Set $\varepsilon=E+\Delta\tan\theta$. Then $d\varepsilon=\Delta\sec^2\theta\,d\theta$ and $S=\Delta^2\sec^2\theta$, so

$$\int d\varepsilon\,A^2=\frac{\Delta^2}{\pi^2}\frac{1}{\Delta^3}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta=\frac{1}{2\pi\Delta}.$$

This value does not depend on $E$, and $\int(-f')dE=1$. Therefore

$$\boxed{D=\frac{\hbar c}{2\Delta}}\qquad\text{per spin,}$$

at any temperature in this model. Temperature spreads the power over a longer part of the sweep without changing its integral. For a downward sweep, $c$ is replaced by $|c|$. A faster sweep costs more, since the power grows as $c^2$ while the duration falls as $1/c$.

For a sweep from $-W$ to $W$ at zero temperature, let $w=W/\Delta$. Because

$$\frac{d}{dy}\,\frac12\left[\arctan y+\frac{y}{1+y^2}\right]=\frac{1}{(1+y^2)^2},$$

the fraction of the complete friction loss is

$$\phi(w)=\frac{2}{\pi}\left[\arctan w+\frac{w}{1+w^2}\right].$$

For large $w$, $\arctan w=\pi/2-1/w+1/(3w^3)+\dots$ and $w/(1+w^2)=1/w-1/w^3+\dots$. The terms in $1/w$ cancel, and the missing fraction is approximately $4/(3\pi w^3)$.

### (c) Memory and the total loss

Equation (1) can be solved without expanding in $c$. Let $u=\varepsilon(t)-E$. At a time $s$ earlier the level energy was lower by $cs$, so the phase accumulated since then is $(us-cs^2/2)/\hbar$, and

$$b=-\frac{i}{\hbar}\psi(u),\qquad \psi(u)=\int_0^\infty ds\,g(s)e^{-ius/\hbar},\qquad g(s)=e^{-\Delta s/\hbar+ics^2/(2\hbar)}.$$

Thus $n=\int dE\,f(E)F(\varepsilon-E)$ with $F(u)=\Delta|\psi(u)|^2/(\pi\hbar^2)$. Parseval's theorem gives

$$\int F\,du=\frac{\Delta}{\pi\hbar^2}\,2\pi\hbar\int_0^\infty e^{-2\Delta s/\hbar}ds=1.$$

Let $F_0$ be the static Lorentzian, also normalized to one, and define $K(u)=\int_u^\infty(F-F_0)du'$. Since $dK(\varepsilon-E)/dE=F-F_0$, integration by parts over $E$ gives

$$n-n_{\rm eq}=\int dE\,(-f')K(\varepsilon-E).$$

Integrating over $\varepsilon$, and then by parts over $u$, yields

$$D=\int K(u)\,du=\int u(F-F_0)\,du.$$

The boundary terms vanish: $K$ tends to zero on both sides because the two distributions have equal norm, and $F-F_0$ falls at least as fast as $|u|^{-5}$. As $F_0$ is even, $D$ is the integral of $uF$ between symmetric limits $\pm L$, with $L\to\infty$.

To find it, write $ue^{-ius/\hbar}=i\hbar\,d(e^{-ius/\hbar})/ds$ and integrate by parts over $s$. With $g(0)=1$ and $g'=(-\Delta+ics)g/\hbar$,

$$u\psi=-i\hbar+i\Delta\psi+c\chi,\qquad \chi(u)=\int_0^\infty ds\,s\,g(s)e^{-ius/\hbar}.$$

Multiply by $\psi^*$ and take the real part. The middle term is imaginary and drops out:

$$u|\psi|^2=-\hbar\,{\rm Im}\,\psi+c\,{\rm Re}(\psi^*\chi).$$

The first term integrates to zero, because

$$\int_{-L}^{L}\psi\,du=2\hbar\int_0^\infty ds\,g(s)\frac{\sin(Ls/\hbar)}{s}\longrightarrow\pi\hbar g(0)=\pi\hbar,$$

which is real. Parseval's theorem gives for the second

$$\int\psi^*\chi\,du=2\pi\hbar\int_0^\infty s\,e^{-2\Delta s/\hbar}ds=2\pi\hbar\left(\frac{\hbar}{2\Delta}\right)^2.$$

Consequently

$$D=\frac{\Delta}{\pi\hbar^2}\,c\,\frac{\pi\hbar^3}{2\Delta^2}=\frac{\hbar c}{2\Delta}.$$

For a complete uniform sweep in the wide-band model, the Markovian total is thus exact for every $r$, although the power at a given moment is not. The memory has weight $e^{-2\Delta s/\hbar}$ and mean duration $\tau=\hbar/(2\Delta)$, which is also the lifetime of the population of an undriven level. The loss $c\tau$ is the energy through which the level rises in that time.

Direct quadrature of $F$ gives $D/\Delta=0.0500$, $0.5000$ and $2.0000$ at $r=0.1$, 1 and 4, in agreement with $r/2$. The instantaneous law behaves differently. At zero temperature its largest error in the lag, relative to the Markovian peak, is 1.09% at $r=0.01$ and 0.54% at $r=0.005$, but 26% at the example's $r=0.29$.

The limit $\Delta\to0$ needs care. The lifetime grows, and electrons are carried further upward. The sweep must extend well beyond both $\Delta$ and $\hbar c/\Delta$, and the band must accommodate the excited electrons; otherwise the divergence of the formula has no physical meaning.

### (d) An atom at a metal surface

The speed is

$$v=\sqrt{\frac{2(10\ {\rm eV})}{1\ {\rm u}}}=0.0439\ {\rm nm/fs}.$$

The level rate is $c=(10\ {\rm eV/nm})v=0.439$ eV/fs. With $\hbar=0.658$ eV fs,

$$r=\frac{0.658\times0.439}{1^2}=0.289,\qquad
D=\frac{0.6582\times0.4393}{2\times1}=0.145\ {\rm eV\ per\ spin},$$

or 0.00531 hartree. Two independent spins lose 0.289 eV, which is 2.9% of the kinetic energy. The lifetime is 0.329 fs. At zero temperature the peak Markovian power is $\hbar c^2/(\pi\Delta^2)=0.0404$ eV/fs per spin; at 300 K this peak is 0.4% lower.

An independent test propagated the occupied orbitals of a band with half-width 15 eV and 300 levels, while the adsorbate level swept between $-7$ and $7$ eV. The loss, obtained from total energies and grand potentials, was 0.1449 eV per spin in either direction. This is 0.2% above the formula, within the 2% allowed for the finite band, level spacing, sweep and time step. The last digit is not converged: 400 levels in the same band give 0.1445 eV, and an infinitely wide continuous band gives 0.1444 eV for this sweep.

The parameters are round values, roughly in the regime of a hydrogen atom leaving a simple metal surface, where level widths of order 1 eV are plausible. The model covers one crossing of the Fermi energy by the level, with the atom outside the metal, and omits any energy loss inside the solid. Its main simplifications can be sized as follows.

- **Range.** A sweep from $-2$ to $2$ eV has $\phi=0.959$, so friction predicts 0.139 eV per spin. Direct propagation with 300 levels in the band of half-width 15 eV gives 0.140 eV. The excess comes from the level spacing: 500 levels give 0.139 eV, as does the limit of an infinitely wide band.
- **Width.** Over this short range, at the same speed and slope, let the width decay outward at 5 nm$^{-1}$, from 2.72 to 0.37 eV, passing 1 eV at the Fermi energy. The propagated loss rises by 14%, to 0.160 eV per spin with 300 levels (0.158 eV with 500 levels). In the limit of an infinitely wide band, at zero temperature, the loss is 0.159 eV, again a rise of 14%. The chosen decay is also slow. Electron density outside a metal with a work function of 4.5 eV decays at about 20 nm$^{-1}$, and level widths can fall off at a comparable rate. At 10 nm$^{-1}$ the loss in the wide-band limit is already about 0.21 eV, roughly half as much again as at constant width. At 20 nm$^{-1}$ the same limit gives about 0.37 eV, some 2.6 times the constant-width value, although the starting width of 55 eV then exceeds any real band.
- **Constant speed.** Friction for two spins would lower the speed by 1.5%. The reversible level force matters more: between $-\Delta$ and $\Delta$ it takes 2 eV from the atom, a speed decrease of 10.6% if no other force compensates it. Over the sweep from $-2$ to $2$ eV it would take 4 eV, and the friction loss would fall by about 15% for an atom that starts with 10 eV. An atom starting at $-7$ eV with this energy would stop before the crossing. The full-sweep values therefore assume that other forces keep the speed constant.
- **Repulsion.** Let two equally occupied spins repel with energy $U=2$ eV in time-dependent mean field, with effective level $\varepsilon_{\rm eff}=\varepsilon+U(n-1/2)$. In slow motion at low temperature, $dn/d\varepsilon_{\rm eff}=-A(\varepsilon_{\rm eff})$, so $d\varepsilon_{\rm eff}/d\varepsilon=1/(1+UA)$. The falling occupation slows the effective level. For the full sweep at unchanged $c$, the propagated loss drops by 32%, to 0.099 eV per spin (31% in the wide-band limit).

If the speed is maintained, repulsion and a rapidly decaying width both change the loss strongly, in opposite directions. In a free hydrogen atom the repulsion is roughly 13 eV; the metal screens it, but 2 eV may still be too small. Within mean field, equal spin occupations become unstable at the crossing when $UA(0)>1$, that is, for $U>\pi\Delta=3.14$ eV. Beyond this limit the 32% reduction cannot be extrapolated, and correlation between the spins, absent from all these estimates, must be treated. The value 0.145 eV per spin is therefore a result for the independent-electron model and a guide to the scale of the loss, not a prediction for a particular surface. The values for the band of half-width 15 eV are in the numerical output below.

## Calculated quantities

```
Projectile mass: 1.0 u
Normal kinetic energy: 10.0 eV
Level slope: 10.0 eV/nm
Level half-width Delta: 1.0 eV
Thermal energy at 300 K: 0.02585 eV
hbar: 0.65821 eV fs
Projectile speed: 0.04393 nm/fs
Level energy rate c: 0.43928 eV/fs
Sweep ratio r: 0.2891 (dimensionless)
Level population lifetime, formula: 0.3291 fs
Level population lifetime, diagonalization: 0.3249 fs
Peak Markov occupation lag, 0 K: 0.09204 electrons/spin
Peak Markov power, 0 K: 0.04043 eV/fs per spin
MAIN RESULT, friction loss: 0.14457 eV per spin
Main result converted: 0.005313 hartree per spin
Friction loss, two spins: 0.28914 eV
Exact wide-band loss: 0.14457 eV per spin
Simulation half-band: 15.0 eV; band levels: 300
Simulation full-sweep limits: +/-7.0 eV
Simulated upward loss: 0.14485 eV per spin
Simulated upward loss from level work: 0.14485 eV per spin
Simulated downward loss: 0.14485 eV per spin
Exact loss/Delta at r=0.1: 0.05000
Exact loss/Delta at r=1.0: 0.50000
Exact loss/Delta at r=4.0: 2.00000
Max friction-law lag error at r=0.01: 1.085 % of peak
Max friction-law lag error at r=0.005: 0.541 % of peak
Exact peak lag in example, 0 K: 0.08456 electrons/spin
Exact peak-lag level energy: 0.2800 eV
Max memory error in example lag: 26.4 % of peak
Thermal/zero-temperature peak friction: 0.99566
Short sweep limits: +/-2.0 eV
Short-sweep Markov fraction: 0.95948
Short-sweep Markov loss: 0.13871 eV per spin
Short-sweep simulated loss: 0.14001 eV per spin
Width decay rate: 5.0 nm^-1
Varying width at start: 2.7183 eV
Varying width at end: 0.3679 eV
Varying-width simulated loss: 0.15975 eV per spin
Varying/constant-width loss: 1.1410
Mean-field repulsion: 2.0 eV
Mean-field stability limit pi*Delta: 3.1416 eV
Mean-field simulated loss: 0.09865 eV per spin
Repulsive/non-interacting loss: 0.6810
Two-spin friction loss/kinetic energy: 2.891 %
Speed decrease from friction: 1.456 %
Reversible work, -Delta to Delta, two spins: 2.0000 eV
Speed change if uncompensated: 10.557 %
```
